\section*{Solving a Random Resistor Network and Checking Its Current and Power}

\section{A bridge of five bonds}

Let a current $I=7\,\mu\mathrm{A}$ enter a network at node $s$ and leave at node $t$, with two further nodes $a$ and $b$ between them. The bond conductances, in $\mu$S, are
\[
g_{sa}=1,\quad g_{sb}=2,\quad g_{ab}=1,\quad g_{at}=2,\quad g_{bt}=1 .
\]
Only potential differences drive current, so we may set $v_t=0$. The current leaving each remaining node through its bonds must equal the current injected there. With potentials in volts and currents in $\mu$A,
\begin{align}
3v_s-v_a-2v_b&=7, \nonumber\\
-v_s+4v_a-v_b&=0, \label{eq:bridge}\\
-2v_s-v_a+4v_b&=0. \nonumber
\end{align}
The third equation gives $v_a=4v_b-2v_s$. Inserted in the second, this yields $15v_b=9v_s$, so $v_b=\tfrac35v_s$ and $v_a=\tfrac25v_s$. The first then reads $\tfrac75v_s=7$. Hence $v_s=5$, $v_a=2$ and $v_b=3$, and the resistance is $R=v_s/I=5/7\approx0.714\,\mathrm{M}\Omega$.

No equation was written for $t$, so the current arriving there is a check: $2\cdot2+1\cdot3=7\,\mu$A. The source supplies $7\cdot5=35\,\mu$W, and the bonds dissipate $9+8+1+8+9=35\,\mu$W.

These checks differ in strength. Try the wrong potentials $w_s=\tfrac{14}{3}$, $w_a=w_b=\tfrac73$. The source emits $3\cdot\tfrac73=7\,\mu$A and the ground receives $7\,\mu$A. The source power is $7\cdot\tfrac{14}{3}=\tfrac{98}{3}\,\mu$W, and the Joule heat is $(1+2+2+1)(\tfrac73)^2=\tfrac{98}{3}\,\mu$W. Power balances and both terminal currents are right, yet node $a$ receives $\tfrac73\,\mu$A and emits $\tfrac{14}{3}\,\mu$A. The resistance comes out as $\tfrac23\,\mathrm{M}\Omega$, which is too low. A sound verification must therefore look at every node.

\section{The grounded Laplacian}

Consider a finite network of ohmic bonds with $g_{ij}=g_{ji}>0$, and $g_{ij}=0$ where no bond exists. Conservation at node $i$ reads
\begin{equation}
\sum_j g_{ij}(v_i-v_j)=I(\delta_{is}-\delta_{it}).
\label{eq:kcl}
\end{equation}
The left side is $(Lv)_i$, where the Laplacian $L$ has $L_{ii}=\sum_jg_{ij}$ and $L_{ij}=-g_{ij}$ for $i\ne j$. A bond between $i$ and $j$ thus adds $g_{ij}$ to two diagonal entries and $-g_{ij}$ to two off-diagonal ones, so $L$ can be assembled bond by bond.

Every row of $L$ sums to zero, so a constant potential solves $Lv=0$ and $L$ is singular. Setting $v_t=0$ and deleting the row and column of $t$ leaves the grounded Laplacian $A$ and the system
\begin{equation}
Av=b,\qquad b_i=I\delta_{is}.
\label{eq:system}
\end{equation}

\subsection{When a solution exists}

For any $v$ with $v_t=0$, use the symmetry of $g_{ij}$ to average the double sum with its copy in which $i$ and $j$ are exchanged:
\begin{align}
v^{\mathsf T}Av&=\sum_{i,j}g_{ij}v_i(v_i-v_j)
=\frac12\sum_{i,j}g_{ij}\bigl[v_i(v_i-v_j)+v_j(v_j-v_i)\bigr]\nonumber\\
&=\frac12\sum_{i,j}g_{ij}(v_i-v_j)^2=\sum_e g_e(\Delta v_e)^2 .
\label{eq:form}
\end{align}
The factor $\frac12$ disappears because the double sum counts each bond $e$ twice. The form is never negative. It vanishes if and only if $v$ is constant on each connected component, and on the component of $t$ that constant is zero. Each component without $t$ therefore contributes one independent null vector:
\begin{equation}
\dim\ker A=\text{number of components that do not contain } t .
\label{eq:nullity}
\end{equation}

Two cases must be separated. If $s$ and $t$ are connected, the remaining components float: their potentials are undetermined and they carry no current. Once they are removed, $A$ is positive definite and the solution is unique. If $s$ and $t$ are not connected, let $u$ equal one on the component of $s$ and zero elsewhere. Then $Au=0$, so $u^{\mathsf T}Av=0$ for every $v$, whereas $u^{\mathsf T}b=I\neq0$. No steady state exists, because the injected charge would accumulate.

A dangling branch attached to the conducting cluster does no harm. It takes the potential of its attachment point and carries no current.

\subsection{The algorithm}

\begin{enumerate}
\item Find the connected components. If $s$ and $t$ lie in different ones, report that there is no conducting path.
\item Keep the component containing $s$ and $t$, assemble its Laplacian in sparse form, and delete the row and column of $t$.
\item Factorize $A$ with a sparse direct method and solve Eq.~(\ref{eq:system}).
\item Compute the current $i_e=g_e\Delta v_e$ of each bond, and from these the net outflow of every node, including $t$.
\item Compare $Iv_s$ with $\sum_e g_e(\Delta v_e)^2$.
\end{enumerate}
Since the problem is linear, one solution serves every applied voltage $V$ in the ohmic regime: $I=V/R$, and all potentials scale with $V$.

\section{What the exact solution satisfies}

\paragraph{Current through any cut.}
Let $S$ be a set of nodes containing $s$ but not $t$. Sum Eq.~(\ref{eq:kcl}) over $S$. A bond inside $S$ appears twice with opposite signs and cancels, which leaves
\begin{equation}
\sum_{i\in S,\;j\notin S}g_{ij}(v_i-v_j)=I .
\label{eq:cut}
\end{equation}
If $S$ holds all nodes except $t$, this is the current arriving at the ground. It equals $I$ although the equation of $t$ was deleted.

\paragraph{Power.}
Multiplying Eq.~(\ref{eq:system}) from the left by $v^{\mathsf T}$ and using Eq.~(\ref{eq:form}) gives
\begin{equation}
Iv_s=\sum_eg_e(\Delta v_e)^2 .
\label{eq:power}
\end{equation}

\paragraph{Range of the potentials.}
At a node other than $s$ and $t$, Eq.~(\ref{eq:kcl}) makes $v_i$ the average of its neighbours' potentials, weighted by $g_{ij}$. If such a node held the maximum, all its neighbours would have to share that value, and so would theirs, until an electrode was reached. The same holds for the minimum. The extremes are therefore attained at the electrodes. Equation~(\ref{eq:power}) gives $v_s>0$ for $I>0$, so
\begin{equation}
0\le v_i\le v_s .
\label{eq:max}
\end{equation}
No bond drop can exceed the applied voltage.

\paragraph{An independent route to $R$.}
Among all conserved flows carrying $I$ from $s$ to $t$, the ohmic one has the least heat $H=\sum_er_ei_e^2$, where $r_e=1/g_e$. Any other such flow is $i+c$, where $c$ has no net outflow at any node. The cross term is $2\sum_er_ei_ec_e=2\sum_e\Delta v_e\,c_e$. Collecting the factor of each $v_i$ gives $v_i$ times the net outflow of $c$, which is zero. Hence $H(i+c)=H(i)+H(c)\ge H(i)$, and the minimum is $RI^2$. This minimization uses branch currents and no node potentials. On 24 connected random networks with $5\times5$ sites it agreed with the Laplacian result within a relative difference of $3.9\times10^{-13}$. Eigenvalue counts on these and on 16 unconnected networks confirmed Eq.~(\ref{eq:nullity}).

\section{Error analysis}

Let $w$ be an approximate solution with $w_t=0$, let $r=b-Aw$ be its residual, and let $e=v-w$ be its error. Then $Ae=r$. The component $r_i$ is the current missing from the balance of node $i$.

\subsection{What the power check measures}

From the definition of $r$,
\begin{equation}
Iw_s-\sum_eg_e(\Delta w_e)^2=w^{\mathsf T}b-w^{\mathsf T}Aw=w^{\mathsf T}r .
\label{eq:mismatch}
\end{equation}
The power check sees a single projection of the residual and passes whenever $r$ is orthogonal to $w$. Such a $w$ is easy to make. Take any trial with $w_s>0$ and heat $Q=w^{\mathsf T}Aw$, and multiply it by $\alpha=Iw_s/Q$. Its source power $\alpha Iw_s$ then equals its heat $\alpha^2Q$. The false bridge solution came from $w=(1,\frac12,\frac12)$ in this way, with $Q=\frac32$ and $\alpha=\frac{14}{3}$.

Current conservation at all nodes is the stronger condition: $r=0$ implies $w=v$, because $A$ is invertible.

\subsection{Error of the resistance}

Because $A$ is symmetric,
\begin{equation}
I(v_s-w_s)=b^{\mathsf T}e=v^{\mathsf T}Ae=v^{\mathsf T}r .
\label{eq:Rerr}
\end{equation}
With Eq.~(\ref{eq:max}), $|v^{\mathsf T}r|\le v_s\sum_i|r_i|$. Division by $Iv_s$ gives a computable bound on the relative error of $R$:
\begin{equation}
\frac{|v_s-w_s|}{v_s}\le\frac1I\sum_i|r_i| .
\label{eq:bound}
\end{equation}
It contains no condition number and holds for any spread of conductances. The spread does limit how small the bound can become. Rounding the potentials to a relative precision $\epsilon$ leaves currents of up to order $\epsilon g v_s$ unbalanced at a bond of conductance $g$, which is $\epsilon gR$ relative to $I$.

Writing $v=w+e$ in Eq.~(\ref{eq:Rerr}) gives a second form,
\begin{equation}
I(v_s-w_s)=w^{\mathsf T}r+e^{\mathsf T}Ae .
\label{eq:second}
\end{equation}
If the power balances, the first term vanishes and the resistance estimate is too low by $e^{\mathsf T}Ae/I^2$. For the bridge, $e=(\frac13,-\frac13,\frac23)$ gives $e^{\mathsf T}Ae=\frac73\,\mu$W, which equals $7(5-\frac{14}{3})\,\mu$W.

\subsection{An iteration that balances its power before it converges}

Conjugate gradients started from zero choose, at step $k$, the vector $w$ that minimizes $\frac12w^{\mathsf T}Aw-b^{\mathsf T}w$ in the space spanned by $b,Ab,\dots,A^{k-1}b$. At the minimum the derivative along every $z$ in this space vanishes, so $z^{\mathsf T}(Aw-b)=-z^{\mathsf T}r=0$. The iterate $w$ lies in the space itself, so $w^{\mathsf T}r=0$. In exact arithmetic the power balances at every step, converged or not. In floating point the orthogonality is partly lost. For the disordered film below, the relative mismatch in double precision reaches a few times $10^{-3}$ near step 40, which is still small beside the error of about $90\,\%$ in $R$ at that stage.

The iterate also spreads slowly. Each multiplication by $A$ couples a node to its bonded neighbours only, so after $k$ steps $w$ is zero beyond $k-1$ bonds from $s$. On a lattice with $N$ site columns between the electrodes, the sites bonded to the ground are at least $N$ bonds from $s$. For $k\le N$ no current reaches the ground at all, while the power check passes.

\subsection{Sensitivity to the bond resistances}

Change one conductance by $dg_e$ at fixed $I$. Differentiating $Av=b$ gives $A\,dv=-(dA)v$, hence
\[
I\,dv_s=b^{\mathsf T}dv=v^{\mathsf T}A\,dv=-v^{\mathsf T}(dA)v=-(\Delta v_e)^2dg_e .
\]
With $dg_e=-g_e^2\,dr_e$ and $I\,dv_s=I^2dR$ this becomes $I^2dR=i_e^2\,dr_e$. Dividing by the total power $P=RI^2$ and writing $P_e=r_ei_e^2$,
\begin{equation}
\frac{\partial\ln R}{\partial\ln r_e}=\frac{P_e}{P}.
\label{eq:sens}
\end{equation}
The map of heat is also the map of the bonds that control the resistance. The derivative is never negative, so raising any bond resistance cannot lower $R$.

\section{A disordered film}

The model is a square lattice of $40\times40$ sites between two electrodes, each treated as one node. Each possible bond is present with probability $0.7$. A present bond has
\[
g=g_0\,e^{-E/kT},\qquad g_0=1\,\mu\mathrm{S},
\]
with $E$ drawn uniformly between 0 and 200 meV. At $T=300$ K, $kT=25.85$ meV. These are round model parameters, and the results belong to one random sample; they say nothing about the spread between samples.

\paragraph{The uniform limit.}
If all bonds are present with $g=g_0$, the potential depends on the column alone and the bonds along a column carry no current. There remain $N+1$ bonds in series along each of $N$ parallel rows, so
\[
R=\frac{N+1}{Ng_0}=\frac{41}{40}\,\mathrm{M}\Omega=1.025\,\mathrm{M}\Omega ,
\]
which the sparse solver reproduces. By Eq.~(\ref{eq:sens}) this is a lower limit for the disordered film, since barriers raise bond resistances and a missing bond has an infinite one.

\paragraph{The disordered sample.}
Ten floating nodes are removed, leaving 1591 unknowns. The matrix stores 6027 entries, about $0.24\,\%$ of a full one. The solution gives $R=279.3\,\mathrm{M}\Omega$. At an applied voltage of 10 mV,
\begin{align*}
I&=\frac{10\,\mathrm{mV}}{279.3\,\mathrm{M}\Omega}=35.80\,\mathrm{pA},\\
P&=10\,\mathrm{mV}\times35.80\,\mathrm{pA}=0.3580\,\mathrm{pW}.
\end{align*}
The summed Joule heat agrees with the source power to $1.6\times10^{-13}$, relative to the latter. The largest imbalance at any node, and the largest deviation over the 41 column cuts of Eq.~(\ref{eq:cut}), are both $3.6\times10^{-13}$ of $I$. By Eq.~(\ref{eq:bound}) the relative error of this solution's $v_s/I$ is at most about $1591\times3.6\times10^{-13}\approx6\times10^{-10}$, apart from rounding in the residual.

\paragraph{Where the heat goes.}
Half of the heat is released in 98 of the 2249 bonds, or $4.4\,\%$. The hottest bond takes $1.67\,\%$ of the total. Changing its resistance slightly up and down gives $\partial\ln R/\partial\ln r_e=0.0167$, as Eq.~(\ref{eq:sens}) requires.

\paragraph{A false success.}
Twenty steps of conjugate gradients, at a formal current of $1\,\mu$A, give a source power of $12.70\,\mu$W and a Joule heat that agrees to a relative $4.6\times10^{-11}$. Yet no current arrives at the ground, and the residuals of the other nodes, which have both signs, add up to the whole $1\,\mu$A. The estimated resistance is $12.70\,\mathrm{M}\Omega$, low by $266.6\,\mathrm{M}\Omega$. The heat of the error potentials is $266.6\,\mu$W, in agreement with Eq.~(\ref{eq:second}). The current is formal because the true solution would need about 279 V, far outside the ohmic regime.

\section{Limits of the verification}

Both checks concern the solution of the given equations, not the equations themselves. If every conductance were wrong by a common factor $c$, the solution would still conserve current and balance power, with $R$ wrong by $1/c$. Errors in the barriers matter far more here than the solver. Raising every $E$ by 1 meV multiplies $R$ by $e^{1/25.85}\approx1.04$, a change of $4\,\%$ against a numerical error below $10^{-8}$.

The ohmic bond law also has a range. For a symmetric hopping bond the current is proportional to $\sinh x$ with $x=qU/2kT$, where $U$ is the bond drop and $q$ the elementary charge. Its relative departure from the linear law is $\sinh x/x-1\approx x^2/6$. The largest drop in the sample is $1.785$ mV, so $x=1.785/51.70=0.0345$ and the departure is $0.02\,\%$. Scaled linearly, the same bond would reach $x=1$ at an applied voltage of about $0.29$ V. At $x=1$ a bond carries $18\,\%$ more than the linear law gives for the same drop. In the network the drops redistribute. With the $\sinh$ law on every bond and $0.29$ V applied, this bond has $x=0.97$ and carries $13.5\,\%$ more than in the linear solution, while the total current exceeds $V/R$ by $2.6\,\%$. The conductances then depend visibly on the potentials, and a single linear solution is only an approximation. Current conservation and power balance still hold for the true currents, but the bond law must then be solved by iteration.

\section*{Values computed for the example and the checks}
\begin{verbatim}
BRIDGE
bond s-a: g = 1 uS, current = 3.0000 uA
bond s-b: g = 2 uS, current = 4.0000 uA
bond a-b: g = 1 uS, current = -1.0000 uA
bond a-t: g = 2 uS, current = 4.0000 uA
bond b-t: g = 1 uS, current = 3.0000 uA
injected current = 7.0000 uA
v_s, v_a, v_b = 5.0000, 2.0000, 3.0000 V
resistance = 0.714286 Mohm
source power = 35.0000 uW
Joule power = 35.0000 uW
SMALL RANDOM NETWORKS
networks = 40, sites per side = 5, bond probability = 0.55
connected = 24, not connected = 16
connected ones with floating clusters = 17
largest relative resistance difference = 3.9e-13
MAIN NETWORK
sites per side = 40, bond probability = 0.7
g0 = 1.0 uS, largest barrier = 200 meV
temperature = 300 K, kT = 25.852 meV
uniform full lattice, g = g0: R = 1.025000 Mohm
bonds present = 2249
bond conductance range = 4.374e-04 to 9.879e-01 uS
floating nodes removed = 10
unknown potentials = 1591
stored matrix entries = 6027
filled fraction of matrix = 2.38e-03
applied voltage = 10.0 mV
resistance = 279.3228 Mohm
current = 35.8009 pA
current arriving at ground = 35.8009 pA
source power = 0.358009 pW
Joule power = 0.358009 pW
largest node imbalance / current = 3.6e-13
largest relative error over 41 cuts = 3.6e-13
relative power mismatch = 1.6e-13
dangling end sites = 109
bonds giving half the heat = 98 (4.36 % of bonds)
heat share of hottest bond = 1.6701 %
dlnR/dlnr of that bond = 0.016701
largest bond drop = 1.7846 mV
sinh correction at that drop = 0.0199 %
UNCONVERGED CONJUGATE GRADIENTS, 1 uA INJECTED
iterations = 20
source power = 12.702863 uW, Joule = 12.702863 uW
relative power mismatch = 4.6e-11
current arriving at ground = 0.0000 uA
current missing at the other nodes = 1.0000 uA
resistance estimate = 12.7029 Mohm
heat of the error potentials = 266.6199 uW
\end{verbatim}
